# Effective mobility under multiple trapping in an exponential band tail

In some amorphous memory layers a carrier moves through band states, falls into a localized state of the band tail, is released by heat, and moves again. The parts below find how the drift velocity of a population of such carriers changes with time.

**Model and conventions.** The transport-band edge is the zero of energy, and $E>0$ is the depth of a localized state below it; for holes the energy axis is reversed. The tail has density

$$g(E)=\frac{N_t}{E_0}e^{-E/E_0},\qquad \int_0^\infty g\,dE=N_t .$$

Free carriers, of density $n_f$, have mobility $\mu_0$. Trapped carriers, of density $n_t(E)$ per unit energy, do not move. Every tail state has the same capture coefficient $b$. The film is uniform, the traps stay nearly empty, and recombination, deep defects, direct hopping and contacts are left out. At $t=0$ all carriers, of density $n_0$, are free. We write $\alpha=kT/E_0$ and $\varphi=n_f/n_0$. The effective mobility is the mean drift velocity at time $t$ divided by the field, so $\mu_{\rm eff}=\mu_0\varphi$.

## (a) Rate equations

*Find the release rate $r(E)$ and the equations of motion.*

**Solution.** Capture into states near $E$ proceeds at the rate $b\,g(E)\,n_f$, and release at $r(E)\,n_t(E)$. In thermal equilibrium at low occupation, with chemical potential $\zeta$ and effective band density $N_c$,

$$n_f=N_ce^{\zeta/kT},\qquad n_t=g(E)e^{(\zeta+E)/kT}.$$

Detailed balance requires $b\,g\,n_f=r\,n_t$ at each depth. The factors $g$ and $e^{\zeta/kT}$ cancel, which leaves

$$r(E)=\nu e^{-E/kT},\qquad \nu=bN_c .$$

The total capture rate of a free carrier is $\omega=bN_t$, so $\omega/\nu=N_t/N_c$. The equations are

$$\dot n_f=-\omega n_f+\int_0^\infty r\,n_t\,dE,\qquad \dot n_t=b\,g\,n_f-r\,n_t .$$

Integrating the second over $E$ and adding the first gives zero, so the total $n_f+\int n_t\,dE=n_0$ is conserved.

## (b) Solution in the Laplace domain

*Find $\varphi(s)=\int_0^\infty e^{-st}\varphi(t)\,dt$.*

**Solution.** The traps start empty, so the transform of the trap equation is $s\,n_t=b\,g\,n_f-r\,n_t$, or $n_t=b\,g\,n_f/(s+r)$. The transform of the conserved total is $n_0/s$. Hence

$$\varphi(s)=\frac{1}{s[1+I(s)]},\qquad I(s)=\int_0^\infty\frac{b\,g(E)}{s+r(E)}\,dE .$$

Substitute $x=e^{-E/kT}$. Then $dE=-kT\,dx/x$ and $e^{-E/E_0}=x^\alpha$. The minus sign reverses the limits, and $kT/E_0=\alpha$ comes out in front:

$$I(s)=\omega\alpha\int_0^1\frac{x^{\alpha-1}}{s+\nu x}\,dx .$$

## (c) Small $s$ for a cold tail

*For $0<\alpha<1$, find the two leading terms of $I(s)$ when $s\ll\nu$.*

**Solution.** Write the integral as one from 0 to $\infty$ minus one from 1 to $\infty$. In the first put $x=(s/\nu)y$:

$$\int_0^\infty\frac{x^{\alpha-1}}{s+\nu x}dx=\frac1\nu\left(\frac s\nu\right)^{\alpha-1}J,\qquad J=\int_0^\infty\frac{y^{\alpha-1}}{1+y}dy .$$

To find $J$, integrate $z^{\alpha-1}/(1+z)$ around a contour that runs out above the positive real axis, round a large circle, and back below the axis. The large circle and a small one about the origin contribute nothing for $0<\alpha<1$. Below the axis the phase of $z$ is $2\pi$, so the return path gives $-e^{2\pi i\alpha}J$. The pole at $z=e^{i\pi}$ has residue $e^{i\pi(\alpha-1)}=-e^{i\pi\alpha}$. Therefore

$$J(1-e^{2\pi i\alpha})=-2\pi i\,e^{i\pi\alpha}
\quad\Rightarrow\quad J=\frac{2\pi i}{e^{i\pi\alpha}-e^{-i\pi\alpha}}=\frac{\pi}{\sin\pi\alpha}.$$

In the subtracted part $x\ge1$, so $s$ is negligible beside $\nu x$, and the integral is $\nu^{-1}\int_1^\infty x^{\alpha-2}dx=1/[\nu(1-\alpha)]$. Together,

$$I(s)\simeq\frac\omega\nu\left[\frac{\pi\alpha}{\sin\pi\alpha}\left(\frac s\nu\right)^{\alpha-1}-\frac{\alpha}{1-\alpha}\right].$$

The first term grows without bound as $s\to0$, because ever deeper states take part at ever later times.

## (d) The mobility at late times

*Find $\mu_{\rm eff}(t)$ and its first correction.*

**Solution.** Define

$$K=\frac{\nu^\alpha}{\omega}\frac{\sin\pi\alpha}{\pi\alpha},\qquad c_0=1-\frac\omega\nu\frac{\alpha}{1-\alpha}.$$

Then $1+I\simeq s^{\alpha-1}/K+c_0$, and expanding in the small quantity $c_0Ks^{1-\alpha}$ gives

$$\varphi(s)\simeq\frac{Ks^{-\alpha}}{1+c_0Ks^{1-\alpha}}\simeq Ks^{-\alpha}-c_0K^2s^{1-2\alpha}.$$

To return to time we need the singularities of $\varphi(s)$. Its denominator is $s+\int b\,g\,s/(s+r)\,dE$. The imaginary part of $s/(s+r)$ is $r\,\mathrm{Im}\,s/|s+r|^2$, which has the sign of $\mathrm{Im}\,s$. The denominator therefore cannot vanish off the real axis, and for $s>0$ it is positive. All singularities lie on $s\le0$, so $\varphi(t)$ is a sum of decays,

$$\varphi(t)=\int_0^\infty\rho(\lambda)e^{-\lambda t}d\lambda,\qquad \rho(\lambda)=-\frac1\pi\,\mathrm{Im}\,\varphi(s=-\lambda+i0).$$

At late times $e^{-\lambda t}$ selects $\lambda\lesssim1/t$, which is where the small-$s$ form holds. A term $As^{-\beta}$ with $\beta<1$ has, at $s=\lambda e^{i\pi}$, the imaginary part $-A\lambda^{-\beta}\sin\pi\beta$. Its contribution is

$$\frac{A\sin\pi\beta}{\pi}\int_0^\infty\lambda^{-\beta}e^{-\lambda t}d\lambda=\frac{A\sin\pi\beta}{\pi}\Gamma(1-\beta)\,t^{\beta-1}=\frac{A\,t^{\beta-1}}{\Gamma(\beta)},$$

where the last step uses $\Gamma(\beta)\Gamma(1-\beta)=\pi/\sin\pi\beta$. With $\beta=\alpha$ and $\beta=2\alpha-1$,

$$\varphi(t)\simeq\frac{K\,t^{\alpha-1}}{\Gamma(\alpha)}-\frac{c_0K^2\,t^{2\alpha-2}}{\Gamma(2\alpha-1)} .$$

The leading term, with $K$ written out and $\nu^\alpha t^{\alpha-1}=\nu(\nu t)^{\alpha-1}$, is

$$\boxed{\;\mu_{\rm eff}(t)\simeq\mu_0\,\frac{N_c}{N_t}\,C(\alpha)\,(\nu t)^{\alpha-1},\qquad C(\alpha)=\frac{\sin\pi\alpha}{\pi\alpha\,\Gamma(\alpha)}\;}$$

The mobility decays as time to the power $kT/E_0-1$. This holds for $kT<E_0$, for $\nu t\gg1$, and once the correction is small. Relative to the leading term the correction falls as $t^{\alpha-1}$ (except at $\alpha=1/2$, where it vanishes because $1/\Gamma(0)=0$, and when $c_0=0$, that is $\alpha=1/(1+N_t/N_c)$; in these cases the error falls faster), so the approach to the law is slow when $\alpha$ is close to 1.

## (e) Where the trapped carriers are

*Explain the exponent, and estimate $C(\alpha)$, from the populations of shallow and deep states.*

**Solution.** States with $r(E)t=1$ lie at the demarcation depth

$$E_d(t)=kT\ln(\nu t).$$

Much shallower states have exchanged carriers with the band many times, so capture balances release: $n_t=g\,(n_f/N_c)\,e^{E/kT}$. Much deeper states have released almost nothing, so they hold what they have collected. With $n_f\propto t^{\alpha-1}$,

$$n_t=b\,g\int_0^tn_f\,dt'=b\,g\,\frac{n_f\,t}{\alpha}.$$

Now apply each form right up to $E_d$. Since $1/kT-1/E_0=(1-\alpha)/kT$, $e^{E_d/kT}=\nu t$ and $e^{-E_d/E_0}=(\nu t)^{-\alpha}$, the shallow states hold

$$\frac{n_fN_t}{N_cE_0}\int_0^{E_d}e^{(1-\alpha)E/kT}dE\simeq n_f\frac{N_t}{N_c}\frac{\alpha}{1-\alpha}(\nu t)^{1-\alpha},$$

where the lower limit has been dropped. The deep states, of number $N_t(\nu t)^{-\alpha}$, hold

$$b\,\frac{n_ft}{\alpha}N_t(\nu t)^{-\alpha}=n_f\frac{N_t}{N_c}\frac1\alpha(\nu t)^{1-\alpha},$$

because $b=\nu/N_c$. At late times nearly all carriers are trapped, so the two add up to $n_0$, and

$$\varphi\simeq\frac{N_c}{N_t}\,\frac{\alpha(1-\alpha)}{1-\alpha+\alpha^2}\,(\nu t)^{\alpha-1}.$$

The exponent is that of part (d). The estimated prefactor tends to $\alpha$ for $\alpha\to0$ and to $1-\alpha$ for $\alpha\to1$, as $C(\alpha)$ does. On a grid of values from $\alpha=0.1$ to $0.9$ it differs from $C$ by at most 7.5% of $C$. The carriers thus sink: the typical depth grows as $\ln t$. A carrier just released may fall into a shallow state and leave it quickly, but release from the typical depth $E_d$ takes a time of order $t$.

As a test, the rate equations were integrated in time with the tail replaced by 160 levels, for $\alpha=0.5745$ and $N_t/N_c=2$. At $\nu t=10^6$ the free fraction was 1.0003 times the law of part (d). The filling of levels near $5kT$ was 1.0001 times the shallow form, and that of levels near $30kT$ was 1.0009 times the deep form. The trapped density peaked at $13.8\,kT$, which agrees with $\ln(\nu t)=13.8$ to within the level spacing of up to $0.4\,kT$. So close a match is special to this $\alpha$; for other values the late-time peak is displaced from $E_d$ by a fixed multiple of $kT$ that depends on $\alpha$: about $0.9\,kT$ deeper at $\alpha=0.3$, $2.2\,kT$ deeper at $\alpha=0.1$, and a little over $kT$ shallower at $\alpha=0.9$.

## (f) A hot or steep tail

*What replaces the law when $kT\ge E_0$?*

**Solution.** For $\alpha>1$ the integral for $I$ converges at $s=0$:

$$I(0)=\frac{\omega\alpha}{\nu}\int_0^1x^{\alpha-2}dx=\frac\omega\nu\frac{\alpha}{\alpha-1}.$$

So $\varphi(s)\simeq1/\{s[1+I(0)]\}$, and the mobility settles to the constant

$$\mu_{\rm eff}\to\frac{\mu_0}{1+\dfrac{N_t}{N_c}\dfrac{\alpha}{\alpha-1}} .$$

Here the Boltzmann factor $e^{E/kT}$ grows more slowly than the tail density falls, so the trapped population reaches equilibrium at finite depth. For $\alpha=1.6$ and $N_t/N_c=2$ the formula gives $1/(1+2\times1.6/0.6)=0.1579$, and numerical inversion of the full transform at $\nu t=10^{10}$ gives the same.

At $\alpha=1$ the integral is $I=(\omega/\nu)\ln(1+\nu/s)$. The logarithm hardly changes over the range $s\sim1/t$ that matters, so to leading logarithmic order $\varphi\simeq(N_c/N_t)/\ln(\nu t)$.

## (g) Displacement and crossing time

*Find the mean displacement in an unbounded film, and the time at which it equals a length $L$.*

**Solution.** In a field of magnitude $F$, carriers move while free, so

$$x(t)=\mu_0F\int_0^t\varphi\,dt'\simeq\frac{\mu_{\rm eff}(t)\,F\,t}{\alpha}\propto F\,t^\alpha .$$

The mobility averaged over time, $x/(Ft)$, is therefore $1/\alpha$ times the instantaneous one, and a quoted value must say which is meant. Setting $x=L$ and solving for $t$,

$$t_L\simeq\frac1\nu\left[\frac{\nu L}{\mu_0F}\,\frac{N_t}{N_c}\,\frac{\alpha}{C(\alpha)}\right]^{1/\alpha}\propto\left(\frac LF\right)^{1/\alpha}.$$

A thicker film at the same field takes disproportionately longer, because the carriers have had time to sink deeper. The time is nominal: individual carriers arrive earlier or later, and real contacts remove the early ones.

## (h) An amorphous-silicon switching layer

*Evaluate the results for holes in a hydrogenated amorphous-silicon layer of a resistive memory cell, at a low read voltage.*

**Solution.** Take the rough typical values $E_0=45$ meV, $\mu_0=1$ cm²/Vs, $\nu=10^{12}$ s⁻¹, $N_t=10^{20}$ cm⁻³ and $N_c=5\times10^{19}$ cm⁻³. The film is 100 nm thick and carries 0.5 V, so $F=0.05$ MV/cm. At 300 K, $kT=25.85$ meV, hence $\alpha=0.5745$, $N_t/N_c=2$ and $C=0.3476$. At 10 ns, $\nu t=10^4$ and

$$\mu_{\rm eff}=1\times\tfrac12\times0.3476\times(10^4)^{-0.4255}=3.45\times10^{-3}\ \text{cm}^2/\text{Vs}.$$

In the table, "full" comes from numerical inversion of the transform in (b).

| $t$ (ns) | full (cm²/Vs) | law (cm²/Vs) | $E_d$ (eV) |
|---|---|---|---|
| 0.1 | 0.02484 | 0.02449 | 0.119 |
| 1 | 0.00925 | 0.00919 | 0.179 |
| 10 | 0.003459 | 0.003451 | 0.238 |
| 100 | 0.001297 | 0.001296 | 0.298 |

The law is 1.4% below the full value at 0.1 ns and 0.2% below at 10 ns. The sign follows from part (d): $c_0=1-2\times0.5745/0.4255=-1.70$ and $\Gamma(2\alpha-1)>0$, so the correction is positive.

To cross 100 nm a hole must spend, on average, a total time in the band of $L/(\mu_0F)=10^{-5}/(5\times10^4)$ s $=0.20$ ns, so $\nu L/(\mu_0F)=200$ and

$$t_L\simeq10^{-12}\,\text{s}\times\left[\frac{200\times2\times0.5745}{0.3476}\right]^{1/0.5745}=81\ \text{ns}.$$

The full solution also gives 81 ns. A hole is thus free for about 1/400 of the journey. The 100 ns row of the table lies beyond this time and describes a thicker film at the same field. Doubling the thickness at fixed field lengthens the crossing 3.35 times, against $2^{1/\alpha}=3.34$. At crossing the instantaneous mobility is $1.42\times10^{-3}$ cm²/Vs and the time average $2.48\times10^{-3}$ cm²/Vs; their ratio, 0.573, is close to $\alpha$.

At 358 K, with all other parameters held fixed, $\alpha=0.686$ and the mobility at 10 ns rises to $8.3\times10^{-3}$ cm²/Vs, a factor of 2.4. With $E_0$ fixed, the decaying law would end at $E_0/k=522$ K.

## (i) What the model leaves out

*Estimate the neglected effects for this layer.*

**Solution.** Suppose release is speeded up by a factor $R$ at all relevant depths, while capture is unchanged. Then $\nu\to R\nu$ at fixed $\omega$. Since $K\propto\nu^\alpha/\omega$, the late mobility rises by $R^\alpha$. The displacement depends on $(Rt)^\alpha$, so the crossing time falls by $R$.

*Field-assisted release.* A hole may be lifted by heat to an energy $z$ below the edge and tunnel through the remaining triangular barrier. With tunnelling mass $m$, the semiclassical exponent is

$$\frac2\hbar\int_0^{z/eF}\!\!\sqrt{2m(z-eFx)}\,dx=\frac{4\sqrt{2m}\,z^{3/2}}{3\hbar eF}.$$

Giving all energies the same attempt rate, we estimate

$$R=1+\frac1{kT}\int_0^{E_d}\exp\left[\frac z{kT}-\frac{4\sqrt{2m}\,z^{3/2}}{3\hbar eF}\right]dz .$$

For $m=0.5\,m_e$ and $E_d=0.292$ eV, its value at crossing, $R=1.48$. If capture were unchanged, the mobility would rise by $R^\alpha=1.25$ and the crossing time would drop from 81 to about 55 ns. But the reverse process, tunnelling from the band into a trap, speeds up capture as well. For a uniform density of free holes, detailed balance gives the capture factor as the same expression without $e^{z/kT}$ in the integrand, which is 1.36 here. Since $K\propto\nu^\alpha/\omega$, the mobility would then change by $1.25/1.36=0.92$. The tunnelling steps also move the hole. The levels that contribute lie on average 7 to 8 meV below the edge, so a step of length $z/eF$ is about 1.5 nm, against a drift of $\mu_0F/\omega=0.25$ nm between ordinary captures. Tunnelling release moves the hole along the drift direction and tunnelling capture moves it back, so the steps cancel only in part. The two rate factors alone therefore do not settle even the sign of the net effect. Both factors grow with field, so the zero-field law should not be carried over to switching voltages.

*Hopping.* A hole can also hop to a tail state of depth $\epsilon$. The typical distance to a state at least that deep is $d=[\tfrac{4\pi}3N_te^{-\epsilon/E_0}]^{-1/3}$. With localization length $a=0.5$ nm and the same attempt rate, a hop over a distance $r$ compares with release to the band as $h=e^{-2r/a+\epsilon/kT}$. At the typical distance $r=d$ this is at most 0.5%, but close neighbours matter more. After a hop, the hole is released before it hops back with probability $1/(1+h)$. For a hole at depth $E_d$, the release gained through one hop, relative to direct release and averaged over random positions, is

$$\int_0^{E_d}g(\epsilon)\int_0^\infty4\pi r^2\,\frac{h}{1+h}\,dr\,d\epsilon\approx0.3 .$$

Hopping is thus not negligible for these values. Reverse hops also feed the deep states, so its net effect on the mobility is not found here.

*Deep defects.* For $10^{16}$ cm⁻³ of them with the same $b=2\times10^{-8}$ cm³/s, a hole suffers on average $2\times10^{-8}\times10^{16}\times0.20\times10^{-9}=0.04$ deep captures while crossing. The tail states deeper than 0.414 eV are no more numerous than these defects. $E_d$ reaches that depth at about 9 µs, by which time the defects can no longer be ignored.

*Density and diffusion.* For $10^{15}$ injected holes per cm³, the states deeper than $E_d$ are at most 0.4% full at crossing. With relative permittivity 11.9, the field of the injected charge is up to 3% of the applied field. Diffusion leaves the mean displacement in an unbounded film unchanged. It adds an rms spread of $\sqrt{2kT/eV}\,L$, where $V$ is the voltage; with $kT/eV=0.052$ this is $0.32L$, a further reason to call the crossing time nominal.

**Beside real devices.** Tail energies of roughly 45 to 50 meV and room-temperature hole drift mobilities of roughly $10^{-3}$ to $10^{-2}$ cm²/Vs are typical of good hydrogenated amorphous silicon. The tail energy used here was chosen accordingly. A comparison of mobilities must be made at the same $L/F$, because by part (g) the time-averaged mobility at crossing varies as $(L/F)^{1-1/\alpha}$. In this film $L/F=2\times10^{-10}$ cm²/V, and the average is $2.5\times10^{-3}$ cm²/Vs. Time-of-flight measurements use thicker films, often with $L/F$ about ten times larger. There the model gives about $4.5\times10^{-4}$ cm²/Vs, which is below the quoted range. The rough parameters used here should therefore not be taken as a fit to measured mobilities. One assumption that may fail in a memory cell is the low defect density, since layers with little hydrogen can hold far more defects. At $10^{18}$ cm⁻³ the estimate above becomes 4 deep captures per crossing, and the band-tail law would no longer describe transport across the film. The law describes a pulse of holes injected into empty traps; it does not give the steady read current, in which contacts resupply carriers and capture balances release. The model also says nothing about the switching event itself, in which a conducting path forms or dissolves. The remaining values are in the numerical output.

## Numbers as computed

```
temperature = 300 K, kT = 25.85 meV
tail energy E0 = 45 meV
alpha = 0.5745, mobility exponent = -0.4255
nu = 1.0e+12 1/s, omega = 2.0e+12 1/s
Nt = 1.0e+20 cm^-3, Nc = 5.0e+19 cm^-3, Nt/Nc = 2.0
capture coefficient b = 2.0e-08 cm3/s
band mobility = 1.0 cm2/Vs
film = 100 nm, bias = 0.5 V
field = 0.050 MV/cm
prefactor sin(pi a)/(pi a Gamma(a)) = 0.3476
sharp-cut prefactor = 0.3235
largest sharp-cut error, alpha 0.1-0.9 = 7.5 %
t =   0.1 ns: mu full 2.4844e-02, law 2.4489e-02 cm2/Vs, Ed 0.119 eV
t =   1.0 ns: mu full 9.2463e-03, law 9.1930e-03 cm2/Vs, Ed 0.179 eV
t =  10.0 ns: mu full 3.4587e-03, law 3.4510e-03 cm2/Vs, Ed 0.238 eV
t = 100.0 ns: mu full 1.2966e-03, law 1.2955e-03 cm2/Vs, Ed 0.298 eV
rate equations vs inversion, max deviation = 2.7e-07
rate equations / late law at nu*t=1e6 = 1.00032
shallow filling / equilibrium form = 1.0001
deep filling / collection form = 1.0009
trapped peak at nu*t=1e6: 13.8 kT; ln(nu*t) = 13.8
alpha=1.6 free fraction: full 0.15789, plateau 0.15789
free time needed to cross = 0.20 ns
nominal crossing time: full 80.6 ns, law 81.1 ns
crossing time, doubled film at same field = 270.2 ns
time ratio = 3.350, 2^(1/alpha) = 3.342
mobility at crossing = 1.421e-03 cm2/Vs
time-averaged mobility = 2.480e-03 cm2/Vs
demarcation depth at crossing = 0.292 eV
at 358 K: alpha = 0.6856, mu(10 ns) = 8.262e-03 cm2/Vs
law ends at T = E0/k = 522 K
tunnelling mass = 0.5 m_e, localization length = 0.5 nm
field-assisted release factor = 1.476
resulting mobility factor = 1.250; R^alpha = 1.251
hopping release / band release = 0.48 %
deep defects = 1.0e+16 cm^-3, expected captures in crossing = 0.040
injected density = 1.0e+15 cm^-3, deep-tail filling = 0.40 %
relative permittivity = 11.9, space-charge field / field = 3.0 %
diffusion measure kT/(eV) = 5.2 %
tail equals deep defects below 0.414 eV, reached at 9.2 us
```
